# Why an isolated flat Chern band needs hoppings of infinite range: a numerical check

```python
"""
Result under test
(A) A finite-range two-dimensional lattice Hamiltonian cannot have an isolated,
    exactly flat band with nonzero Chern number.  The constructive steps of the
    proof are tested on a two-orbital model, and a band touching is examined.
(B) The Kapit-Mueller model with flux phi = 1/q per plaquette has an isolated,
    exactly flat lowest band at energy -t with Chern number -1.
Symbols: k1, k2 Bloch phases per magnetic cell (q sites along x, 1 along y);
(a, b) hop vector; W hopping amplitude; phi_c = 1 - phi; energies in units of t,
lengths in lattice constants.  Chern number C = (1/2pi) int (d1 A2 - d2 A1),
with A = i <u|du>.
"""
import numpy as np
import sympy as sp

pi = np.pi
GRID = 24
angles = 2 * pi * np.arange(GRID) / GRID
K1, K2 = np.meshgrid(angles, angles, indexing="ij")


def chern_number(u):
    """Lattice Chern number from band vectors u[k1, k2, orbital]."""
    link1 = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=-1)
    link2 = np.sum(u.conj() * np.roll(u, -1, axis=1), axis=-1)
    loop = (link1 * np.roll(link2, -1, axis=0)
            * np.roll(link1, -1, axis=1).conj() * link2.conj())
    return -np.sum(np.angle(loop)) / (2 * pi)


def band_data(H):
    """Width of lowest band, smallest direct gap, Chern number, energies."""
    energy, vectors = np.linalg.eigh(H)
    width = np.ptp(energy[..., 0])
    gap = np.min(energy[..., 1] - energy[..., 0])
    return width, gap, chern_number(vectors[..., :, 0]), energy


# ---------- Part A: finite-range flat band ----------
z1, z2 = sp.symbols("z1 z2")


def torus_conjugate(p):
    return p.subs({z1: 1 / z1, z2: 1 / z2}, simultaneous=True)


def two_orbital_model(p1, p2):
    """Finite-range Hamiltonian that annihilates the vector (p1, p2)."""
    w = sp.Matrix([torus_conjugate(p2), -torus_conjugate(p1)])
    return (w * sp.Matrix([[p2, -p1]])).applyfunc(sp.expand)


def evaluate(entries, k1, k2):
    """Evaluate a list of Laurent polynomials at real Bloch phases."""
    f = sp.lambdify((z1, z2), list(entries), "numpy")
    values = f(np.exp(1j * k1), np.exp(1j * k2))
    return np.stack([v + 0j * k1 for v in values], axis=-1)


H_symbolic = two_orbital_model(3 + z1 + z2, 1 + z1)
H_toy = evaluate(H_symbolic, K1, K2).reshape(GRID, GRID, 2, 2)
toy_width, toy_gap, toy_chern, toy_energy = band_data(H_toy)
adjugate = H_symbolic.adjugate()
column = [sp.expand(e * z1 * z2) for e in adjugate[:, 1]]
common = sp.gcd(column[0], column[1])
reduced = [sp.cancel(c / common) for c in column]
raw_min = np.min(np.linalg.norm(evaluate(column, K1, K2), axis=-1))
v_toy = evaluate(reduced, K1, K2)
reduced_min = np.min(np.linalg.norm(v_toy, axis=-1))
zeros = sp.solve(reduced, [z1, z2], dict=True)

# projector from the adjugate against the projector from diagonalization
adj_num = evaluate(adjugate, K1, K2).reshape(GRID, GRID, 2, 2)
P_adj = adj_num / np.trace(adj_num, axis1=-2, axis2=-1)[..., None, None]
u_toy = np.linalg.eigh(H_toy)[1][..., :, 0]
P_eig = u_toy[..., :, None] * u_toy[..., None, :].conj()
assert np.max(abs(P_adj - P_eig)) < 1e-11
assert toy_width < 1e-12 and toy_gap > 0.5
assert raw_min < 1e-12 and reduced_min > 0.5
assert np.max(abs(np.einsum("abij,abj->abi", H_toy, v_toy))) < 1e-12
assert abs(toy_chern) < 1e-10
assert len(zeros) == 1 and abs(abs(complex(zeros[0][z2])) - 1) > 0.1

# a flat band that touches its neighbour: the projector depends on direction
H_touch = two_orbital_model(1 - z1, 1 - z2)
near1 = np.array([1e-3, 0.0])
near2 = np.array([0.0, 1e-3])
H_near = evaluate(H_touch, near1, near2).reshape(2, 2, 2)
u_near = np.linalg.eigh(H_near)[1][..., :, 0]
P_near = u_near[..., :, None] * u_near[..., None, :].conj()
projector_jump = np.linalg.norm(P_near[0] - P_near[1])
H_origin = evaluate(H_touch, np.zeros(1), np.zeros(1)).reshape(2, 2)
touch_gap = np.ptp(np.linalg.eigvalsh(H_origin))
assert touch_gap < 1e-12 and projector_jump > 1.0


# ---------- Part B: Kapit-Mueller model ----------
REACH = 8


def amplitude(a, b, q):
    sign = 1 - 2 * ((a + b + a * b) % 2)
    return sign * np.exp(-pi * (1 - 1 / q) * (a * a + b * b) / 2)


def hop(x, a, b, q):
    """Matrix element between site (x, y) and site (x+a, y+b)."""
    return amplitude(a, b, q) * np.exp(-1j * pi * (2 * x + a) * b / q)


def kapit_mueller(k1, k2, q, max_r2=2 * REACH**2):
    H = np.zeros(np.shape(k1) + (q, q), dtype=complex)
    for a in range(-REACH, REACH + 1):
        for b in range(-REACH, REACH + 1):
            if 0 < a * a + b * b <= max_r2:
                phase = np.exp(1j * k2 * b)
                for x in range(q):
                    cell, xp = divmod(x + a, q)
                    H[..., x, xp] += (hop(x, a, b, q) * phase
                                      * np.exp(1j * k1 * cell))
    return H


def landau_vector(k1, k2, q):
    """Lowest-Landau-level Bloch function sampled on the q sites."""
    x = np.arange(q)
    k1, k2 = np.asarray(k1)[..., None], np.asarray(k2)[..., None]
    return sum(np.exp(1j * k1 * n)
               * np.exp(-pi / q * (x - q * k2 / (2 * pi) - q * n)**2)
               for n in range(-9, 10))


def gram_factor(k1, k2, q):
    """q x (q-1) factor B with H + 1 = B B^dagger."""
    phi_c = 1 - 1 / q
    x = np.arange(q)[:, None]
    centre = (np.arange(q - 1)[None, :] - 0.5 - k2 / (2 * pi)) / phi_c
    total = sum(((-1)**q * np.exp(1j * k1))**n
                * np.exp(-pi * phi_c * (x - q * n - centre)**2)
                for n in range(-9, 10))
    return (2 / phi_c)**0.25 * (-1.0)**x * total


def count_zeros(func, q):
    """Zeros of an entire function in a q x 1 cell, from its winding."""
    corners = np.array([0, q, q + 1j, 1j, 0]) - 0.5 - 0.5j
    s = np.linspace(0, 1, 4001)
    path = np.concatenate([c + (d - c) * s
                           for c, d in zip(corners[:-1], corners[1:])])
    phase = np.unwrap(np.angle(func(path)))
    return (phase[-1] - phase[0]) / (2 * pi)


q0 = 3
k_example = (0.7, 1.9)

# flux through a plaquette, from the hopping elements themselves
plaquette = (hop(0, 1, 0, q0) * hop(1, 0, 1, q0)
             * hop(1, -1, 0, q0) * hop(0, 0, -1, q0))
flux = abs(np.angle(plaquette)) / (2 * pi)
assert abs(flux - 1 / q0) < 1e-12

# overlap-integral form of the kernel, by numerical quadrature
phi_c = 1 - 1 / q0
k_line = np.linspace(-60, 60, 24001)
X_line = k_line / (2 * pi * phi_c)
kernel_error = 0.0
for x, a, b in [(0, 0, 0), (0, 1, 0), (1, 1, 2), (2, -1, 1), (1, 2, -2)]:
    integrand = np.exp(1j * k_line * b - pi * phi_c
                       * ((x - X_line)**2 + (x + a - X_line)**2))
    integral = np.sum(integrand) * (k_line[1] - k_line[0])
    overlap = (-1.0)**(a + b) * integral / (pi * np.sqrt(2 * phi_c))
    kernel_error = max(kernel_error, abs(overlap - hop(x, a, b, q0)))
assert kernel_error < 1e-11

# flat band, gap, Chern number, kernel vector and factorization for several q
rows = []
factor_error = 0.0
for q in (2, 3, 4, 5):
    H = kapit_mueller(K1, K2, q)
    assert np.max(abs(H - np.swapaxes(H.conj(), -1, -2))) < 1e-12
    width, gap, chern, energy = band_data(H)
    deviation = np.max(abs(energy[..., 0] + 1))
    v = landau_vector(K1, K2, q)
    residual = np.max(abs(np.einsum("abij,abj->abi", H, v) + v))
    v_min = np.min(np.linalg.norm(v, axis=-1))
    shifted = landau_vector(K1, K2 + 2 * pi, q)
    assert np.max(abs(shifted - np.exp(-1j * K1)[..., None] * v)) < 1e-12
    assert deviation < 1e-11 and residual < 1e-11
    assert gap > 0.05 and v_min > 0.05
    assert abs(chern + 1) < 1e-9
    for k1, k2 in [k_example, (0.0, 0.0), (pi, 2.3), (4.1, 5.5)]:
        B = gram_factor(k1, k2, q)
        M = kapit_mueller(k1, k2, q) + np.eye(q)
        factor_error = max(factor_error, np.max(abs(B @ B.conj().T - M)))
        assert np.max(abs(B.conj().T @ landau_vector(k1, k2, q))) < 1e-11
    rows.append((q, deviation, gap, chern, v_min))
assert factor_error < 1e-11

# numbers of zeros of the two theta functions used in the rank argument
rng = np.random.default_rng(5)
zero_rows = []
for q in (3, 4):
    k1, k2 = k_example
    pc = 1 - 1 / q
    c = rng.normal(size=q - 1) + 1j * rng.normal(size=q - 1)

    def band_function(s):
        return sum(np.exp(1j * k1 * n)
                   * np.exp(-pi / q * (s - q * k2 / (2 * pi) - q * n)**2)
                   for n in range(-9, 10))

    def complement_function(s):
        return sum(c[m % (q - 1)]
                   * ((-1)**q * np.exp(1j * k1))**(m // (q - 1))
                   * np.exp(-pi * pc * (s - (m - 0.5 - k2 / (2 * pi)) / pc)**2)
                   for m in range(-30, 31))

    n_band = count_zeros(band_function, q)
    n_complement = count_zeros(complement_function, q)
    assert abs(n_band - 1) < 1e-6
    assert abs(n_complement - (q - 1)) < 1e-6
    zero_rows.append((q, n_band, n_complement))

# finite cutoff: the band keeps its Chern number and acquires a width
cut_rows = []
for r2 in (1, 2, 4, 8, 16):
    width, gap, chern, _ = band_data(kapit_mueller(K1, K2, q0, r2))
    dropped = sum(abs(amplitude(a, b, q0))
                  for a in range(-REACH, REACH + 1)
                  for b in range(-REACH, REACH + 1) if a * a + b * b > r2)
    assert 1e-13 < width <= 2 * dropped
    assert gap > 0.05 and abs(chern + 1) < 1e-9
    cut_rows.append((r2, width, 2 * dropped, gap, chern))

# ---------- Output ----------
print("PART A: two-orbital finite-range model (energy unit: t)")
print("adjugate column, common factor:", sp.factor(common))
print("reduced band vector:", reduced)
print("common zero of reduced vector:", zeros[0])
print(f"min norm on grid, raw column: {raw_min:.1e}")
print(f"min norm on grid, reduced vector: {reduced_min:.4f}")
print(f"flat-band width: {toy_width:.1e} t; min gap: {toy_gap:.4f} t")
print(f"Chern number: {toy_chern + 0.0:.6f}")
print(f"touching model: gap at k=0: {touch_gap:.1e} t")
print(f"touching model: projector jump (Frobenius): {projector_jump:.4f}")
print(f"PART B: Kapit-Mueller model, grid {GRID} x {GRID}")
print(f"flux per plaquette, q=3: {flux:.6f} flux quanta")
for a, b in [(1, 0), (1, 1), (2, 0), (2, 1), (2, 2), (3, 0), (4, 0)]:
    print(f"W({a},{b}) at q=3: {amplitude(a, b, q0):+.4e} t")
E_example = np.linalg.eigvalsh(kapit_mueller(*k_example, q0))
print(f"example k1, k2: {k_example[0]}, {k_example[1]} rad")
print("energies at example k (t):", " ".join(f"{e:.6f}" for e in E_example))
for x, value in enumerate(landau_vector(*k_example, q0)):
    print(f"band vector v_{x}: {value.real:+.6f} {value.imag:+.6f} i")
print(f"max error, overlap-integral kernel: {kernel_error:.1e}")
print(f"max error, H/t + 1 = B B^dagger: {factor_error:.1e}")
print("q | max |E+t| (t) | min direct gap (t) | C | min norm v")
for q, deviation, gap, chern, v_min in rows:
    print(f"{q} | {deviation:.1e} | {gap:.6f} | {chern:.4f} | {v_min:.4f}")
print("q | zeros per cell: band function | complement function")
for q, n_band, n_complement in zero_rows:
    print(f"{q} | {n_band:.4f} | {n_complement:.4f}")
print("q=3 cutoff R^2 | width (t) | bound (t) | min gap (t) | C")
for r2, width, bound, gap, chern in cut_rows:
    print(f"{r2} | {width:.3e} | {bound:.3e} | {gap:.4f} | {chern:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
PART A: two-orbital finite-range model (energy unit: t)
adjugate column, common factor: z2*(z1 + 1)
reduced band vector: [z1 + z2 + 3, z1 + 1]
common zero of reduced vector: {z1: -1, z2: -2}
min norm on grid, raw column: 0.0e+00
min norm on grid, reduced vector: 1.0000
flat-band width: 8.9e-15 t; min gap: 1.0000 t
Chern number: 0.000000
touching model: gap at k=0: 0.0e+00 t
touching model: projector jump (Frobenius): 1.4142
PART B: Kapit-Mueller model, grid 24 x 24
flux per plaquette, q=3: 0.333333 flux quanta
W(1,0) at q=3: -3.5092e-01 t
W(1,1) at q=3: -1.2314e-01 t
W(2,0) at q=3: +1.5165e-02 t
W(2,1) at q=3: -5.3216e-03 t
W(2,2) at q=3: +2.2997e-04 t
W(3,0) at q=3: -8.0700e-05 t
W(4,0) at q=3: +5.2884e-08 t
example k1, k2: 0.7, 1.9 rad
energies at example k (t): -1.000000 0.363437 0.635789
band vector v_0: +0.430183 -0.006563 i
band vector v_1: +0.991163 +0.000064 i
band vector v_2: +0.303285 +0.014282 i
max error, overlap-integral kernel: 5.1e-13
max error, H/t + 1 = B B^dagger: 9.2e-16
q | max |E+t| (t) | min direct gap (t) | C | min norm v
2 | 1.0e-15 | 1.669254 | -1.0000 | 0.9136
3 | 1.1e-15 | 1.098431 | -1.0000 | 1.0864
4 | 8.9e-16 | 0.870841 | -1.0000 | 1.1848
5 | 8.9e-16 | 0.718579 | -1.0000 | 1.2565
q | zeros per cell: band function | complement function
3 | 1.0000 | 2.0000
4 | 1.0000 | 3.0000
q=3 cutoff R^2 | width (t) | bound (t) | min gap (t) | C
1 | 2.569e-01 | 1.195e+00 | 0.4449 | -1.0000
2 | 1.007e-01 | 2.094e-01 | 1.0277 | -1.0000
4 | 2.899e-02 | 8.810e-02 | 1.0469 | -1.0000
8 | 3.790e-04 | 1.119e-03 | 1.0984 | -1.0000
16 | 1.034e-07 | 3.620e-07 | 1.0984 | -1.0000
ALL CHECKS PASSED
```
